Steady triple-junction motion with finite mobility: the relation between angle and drag, part 2

A long grain of width a is enclosed by two mirror-image curved boundaries, the flanks, which meet a straight third boundary at a triple junction. The junction moves into the grain at speed V. The film is treated as two-dimensional, with constant mobilities, no other driving force and no pinning. The flanks have energy γ per area, in J/m², and the third boundary has rγ, with 0 < r < 2. The boundary mobility is m_b, in m⁴/(J s), and the junction mobility is m_tj, in m³/(J s). Drag-free means m_tj → ∞.

The x axis is the symmetry axis. The upper flank rises from y = 0 at the junction to y = a/2 far away. Its tangent makes the angle φ with the axis, equal to θ at the junction, and its curvature is κ. Angles in the formulas are in radians. In steady motion, with x measured from the junction:

Λ = 2θ/(2 cos θ − 1), 0 < θ < π/3, (1)
Λ = m_tj a/m_b. (2)
V = 2θ m_b γ/a, (3)
φ = θ(1 − 2y/a). (16)
sin φ = sin θ exp(−2θx/a). (19)
κ = V sin φ/(m_b γ) = (2θ/a) sin φ. (21)
δ ≈ 2π/(3√3 Λ). (30)
V = m_tj γ(2 cos θ − r). (33)
Λ = 2θ/(2 cos θ − r), 0 < θ < arccos(r/2). (34)
f(θ) = Λ(2 cos θ − r) − 2θ = 0 (35)
q = 2 cos θ − 1. (38)

Equations (1), (30) and (38) hold for r = 1. In (30), δ = π/3 − θ and Λ is large; in (38), q is the junction's share of the dissipation. Minimizing boundary length also gives the drag-free angle of 60° for r = 1.

To test these results without assuming steady motion, the upper flank is followed as a function y(x, t) of position and time t, with y′ and y″ its derivatives with respect to position. Its normal speed m_b γκ towards the enclosed grain then gives

∂y/∂t = m_b γ y″/(1 + y′²). (39)

Now measure position from the moving junction, ξ = x − X(t). At fixed ξ the lab position moves with speed dX/dt, which adds a term:

∂y/∂t = m_b γ y″/(1 + y′²) + (dX/dt) y′, (40)
dX/dt = m_tj γ(2 cos θ − r), tan θ = y′ at ξ = 0. (41)

The end values are y = 0 at the junction and y = a/2 far away. Equations (40) and (41) also serve to simulate transients.

They were integrated numerically from the starting shape y = (a/2)[1 − exp(−2bξ/a)], whose slope at the junction is b and which is not the steady shape. The final angles, compared with those from (34), were:

Λ = 1, r = 1, b = 1.5: 23.786°, formula 23.782°
Λ = 5, r = 1, b = 1.5: 48.098°, formula 48.096°
Λ = 5, r = 1, b = 0.3: 48.098°, formula 48.096°
Λ = 5, r = 0.9, b = 1.5: 51.078°, formula 51.076°
Λ = 100, r = 1, b = 1.5: 59.313°, formula 59.313°

At Λ = 5 and r = 1, one start was steeper and the other flatter than the steady shape, and both reached the same angle. The final profiles differed from the derived shape by at most 5.4 × 10⁻⁵ a. The junction's share of the dissipation, summed from the computed front at Λ = 5 and r = 1, was 0.3357, against 0.3358 from (38). These runs support the stability of the steady state for the cases tried; they do not prove it for every starting shape.

Worked example: a gold film

Consider a gold interconnect film with a free top surface, annealed at 600 K. The enclosed grain is 100 nm wide and 1000 nm long, and the film is 100 nm thick. The boundary energy is taken as 0.40 J/m², a rough typical value. The mobilities are round model values, m_b = 1.0 × 10⁻¹⁵ m⁴/(J s) and m_tj = 5.0 × 10⁻⁸ m³/(J s). Their ratio m_b/m_tj is 20 nm, so

Λ = 100 nm/20 nm = 5.

Solving (35) with r = 1 gives θ = 0.8394 rad, or 48.1°. Substitution confirms it: 2 × 0.8394/0.3358 = 5.00. The speed from the flanks is

V = 2 × 0.8394 × (1.0 × 10⁻¹⁵) × 0.40/(1.0 × 10⁻⁷) m/s = 6.7 nm/s.

The junction law gives the same value, 5.0 × 10⁻⁸ × 0.40 × 0.3358 m/s = 6.7 nm/s. Without junction drag the speed would be 8.4 nm/s. The drag thus lowers the speed by about 20% relative to the drag-free value, and the junction accounts for about 34% of the dissipation. If only this end of the grain moves, and does so at the steady speed throughout, the grain would be consumed in 1000/6.715 s, or about 149 s. A similar junction moving in from the other end would roughly halve this time.

By (3), the ratio of the speed to its drag-free value is θ/(π/3), here 0.80. Someone who measured this speed and assumed a drag-free junction would therefore infer a boundary mobility 20% too low.

With both mobilities and γ held fixed, the width changes the result as follows:

a = 20 nm: Λ = 1, θ = 23.8°, V = 16.6 nm/s, 0.40 of drag-free speed
a = 50 nm: Λ = 2.5, θ = 39.3°, V = 11.0 nm/s, 0.65 of drag-free speed
a = 200 nm: Λ = 10, θ = 53.6°, V = 3.7 nm/s, 0.89 of drag-free speed
a = 500 nm: Λ = 25, θ = 57.3°, V = 1.6 nm/s, 0.96 of drag-free speed
a = 2000 nm: Λ = 100, θ = 59.3°, V = 0.41 nm/s, 0.99 of drag-free speed

Narrow grains still shrink faster, but the speed cannot exceed m_tj γ = 20 nm/s, because 2 cos θ − 1 is less than 1. These speeds assume that nothing pins the boundaries. At a = 2000 nm the radius of curvature is about 1100 nm even at the junction, where it is smallest. By the groove estimate given below, a fully developed thermal groove in a film 100 nm thick could then hold the whole flank, so the last row describes only a film without such grooves. Narrower grains are affected in part: at a = 500 nm the same estimate allows a groove to hold the flank over more than a third of its height, on the side far from the junction. This estimate is an upper limit. If the groove can travel with the boundary, as described below, the held part is a little under half of the height at a = 2000 nm and about an eighth at a = 500 nm.

Inferring Λ from a measured angle

Taking the logarithm of (1) and differentiating gives

d(ln Λ)/dθ = 1/θ + 2 sin θ/(2 cos θ − 1). (42)

The second term grows without bound near 60°, so the same angular error matters far more for a nearly drag-free junction than at intermediate angles. The first term grows in the same way near 0°, so the relative error in Λ is also large under very strong junction drag. If the angle is read 1° too small, a true Λ of 5 is inferred as 4.55, which is 9% low. A true Λ of 100 is inferred as about 40, which is 60% low. In the second case the true angle is 0.687° below the limit, so a reading 1° too large would lie above 60° and give no positive Λ at all. When the error range of θ includes 60°, its lower end still gives a lower bound on Λ if the boundary energies are equal, because Λ increases with θ. If the third boundary has a lower energy, a bound computed from (1) can lie above the true Λ.

The place where the angle is read also matters. In the gold example the radius of curvature at the junction is 80 nm. A tangent turns by 1° over an arc of 80 nm × π/180, or about 1.4 nm. A tangent drawn a few nanometres from the junction therefore gives too small an angle. Since φ falls linearly with y, a better estimate comes from fitting a straight line to φ(y) along the flank and extrapolating to y = 0. A clear departure from a straight line indicates that the flank does not satisfy the assumptions.

Effects left out of the model

Unequal boundary energies. At fixed Λ = 5, a third boundary with 10% lower energy gives θ = 51.1°, and one with 10% higher energy gives 45.0°. A shift of about 3° in either direction can thus arise without any change in mobility. Energy that depends on boundary inclination adds torques at the junction, which (34) does not describe.

Surface energy and texture. The capillary driving pressure is γ/a = 4.0 MPa. If the enclosed grain and its neighbours have different surface orientations, with surface energies differing by a rough 0.10 J/m², the resulting pressure across a 100 nm film is 1.0 MPa, or 25% of γ/a. The comparison understates the consequence, because this pressure also acts on the straight parts of the flanks. They would move at m_b × 1.0 MPa = 1.0 nm/s. In 149 s each would travel about 149 nm if unpinned, whereas half the grain width is 50 nm. The width would not stay constant, and the steady solution would fail for these numbers. The sign of the energy difference decides whether the grain widens or closes from the sides.

Elastic strain. With rough elastic constants of gold, the biaxial moduli are 190 GPa for a (111) grain and 78 GPa for a (100) grain. At an equal in-plane elastic strain of 0.1%, the energy densities differ by 0.11 MPa, or 2.8% of γ/a. The small ratio again understates the consequence: this pressure also acts on the straight parts of the flanks and, if they are unpinned, moves each by about 17 nm in 149 s, a third of the half width. The difference grows as the square of the strain. The value 0.1% is a choice: gold on silicon heated by 300 K has a thermal mismatch of roughly 0.35%, which would give about 1.4 MPa if it stayed fully elastic, although plastic flow in the film can relieve part of it.

Thermal grooves. A groove forms where a boundary meets the free surface. For a surface energy γ_s, balance at the groove root gives each surface a slope angle ψ with 2γ_s sin ψ = γ. As an estimate, let a stationary groove hold the boundary at a tilt of up to ψ from the vertical at the top surface, and let the boundary be vertical at the bottom. Over the thickness h the boundary then has a curvature sin ψ/h, which can balance an in-plane curvature of up to γ/(2γ_s h). With γ_s = 1.4 J/m², also rough, a groove that stays in place can hold boundaries whose in-plane radius exceeds 700 nm. The flank radius grows from 80 nm at the junction to 700 nm at

x = [100 nm/(2 × 0.8394)] ln(700/80) = 129 nm.

Beyond this distance a fully developed groove could hold the flank, and the derived shape would no longer apply. The corresponding pinning pressure is 0.40 J/m² divided by 700 nm, about 0.57 MPa. It exceeds the strain pressure as long as the strain is below about 0.23%, but not the surface-energy pressure. The estimate is an upper limit, the tilt at which the boundary escapes from a groove that stays in place. A groove can also travel with the boundary by surface diffusion. In the small-slope theory, steady travel needs a tilt of only γ/(6γ_s), a third of ψ, which corresponds here to a radius of 2100 nm, reached at x = 195 nm, and a pressure of 0.19 MPa. Between the two thresholds the boundary can move while dragging its groove, if surface diffusion is fast enough to reshape it.

Temperature. Suppose that both mobilities follow an Arrhenius law and that the junction's activation energy is higher than the boundary's by ΔQ. At fixed width,

Λ(T) = Λ(T₀) exp[−(ΔQ/k)(1/T − 1/T₀)], (43)

where k is the Boltzmann constant. With a model value ΔQ = 0.3 eV and Λ = 5 at 600 K, the result is Λ = 1.6 and θ = 31.6° at 500 K, and Λ = 11 and θ = 54.4° at 700 K. In such a material junction drag matters more at low temperature; with ΔQ < 0 the trend is reversed. For a boundary activation energy of 1.0 eV, also a model value, a temperature 10 K higher raises m_b by 37%. An absolute speed is therefore much less certain than the digits of the example might suggest.

Transients. In the two runs with Λ = 5 and r = 1, scaled to a = 100 nm, the junction travelled roughly 90 nm from the steeper start and 460 to 470 nm from the flatter one before θ stayed within 1% of its final value. The second distance is nearly half the length of the example grain. The time of 149 s is therefore an estimate at steady speed, not a prediction for an arbitrary initial shape.

Relation to real films

A grain width comparable to the thickness is a reasonable setting for a thin gold film, and the energies used have the right rough size. The mobilities are the weak point: real values vary by orders of magnitude with temperature, purity and boundary type, so Λ = 5 is a choice and not a property of gold. Texture decides how well the other assumptions hold. If all grains share a (111) surface orientation, the differences in surface energy and, in linear elasticity under equal biaxial strain, in strain energy vanish, because the grains differ only by a rotation about the film normal, which leaves both the surface orientation and an equal biaxial strain unchanged. The boundary energies can still differ. If (111) and (100) grains are neighbours, the surface-energy estimate above shows that the flanks may move too fast for a steady width. The relation is thus best applied to grains of the same surface orientation, with boundaries of similar energy, negligible pinning, and a length much greater than both the width and the flank's decay length a/(2θ). Under strong junction drag θ is small and the decay length is many widths, so a length of several widths is then not enough. The numerical output follows.

Computed values

```
FRONT CALCULATION (lengths in a) AGAINST FORMULA
Lambda=1 r=1 start slope=1.5: theta front 23.786 deg, formula 23.782 deg
Lambda=5 r=1 start slope=1.5: theta front 48.098 deg, formula 48.096 deg
Lambda=5 r=1 start slope=0.3: theta front 48.098 deg, formula 48.096 deg
Lambda=5 r=0.9 start slope=1.5: theta front 51.078 deg, formula 51.076 deg
Lambda=100 r=1 start slope=1.5: theta front 59.313 deg, formula 59.313 deg
largest profile error: 5.4e-05 a
junction share of dissipation, front, Lambda=5: 0.3357
drag-free angle from minimum length: 60.0000 deg
60 deg - theta at Lambda=100: front 0.687 deg, limit law 0.693 deg
EXAMPLE: GOLD FILM
temperature 600 K, width 100 nm, length 1000 nm, thickness 100 nm
boundary energy (rough): 0.40 J/m^2
boundary mobility (model): 1.0e-15 m^4/(J s)
junction mobility (model): 5.0e-08 m^3/(J s)
m_b/m_tj: 20.0 nm
Lambda: 5.000
theta: 0.8394 rad = 48.10 deg
2 cos(theta) - 1 (junction share): 0.3358
speed: 6.715 nm/s; without junction drag 8.378 nm/s
speed ratio to drag-free: 0.802
time to consume the grain at steady speed: 149 s
OTHER WIDTHS, SAME MOBILITIES
a=20 nm: Lambda 1.0, theta 23.78 deg, speed 16.603 nm/s, ratio to drag-free 0.396
a=50 nm: Lambda 2.5, theta 39.27 deg, speed 10.966 nm/s, ratio to drag-free 0.655
a=200 nm: Lambda 10.0, theta 53.59 deg, speed 3.741 nm/s, ratio to drag-free 0.893
a=500 nm: Lambda 25.0, theta 57.32 deg, speed 1.601 nm/s, ratio to drag-free 0.955
a=2000 nm: Lambda 100.0, theta 59.31 deg, speed 0.414 nm/s, ratio to drag-free 0.989
upper limit of speed for small a, m_tj gamma: 20.0 nm/s
INFERRED LAMBDA WHEN THE ANGLE IS READ 1 DEG TOO SMALL
true 5: inferred 4.55
true 100: inferred 40.25
NEGLECTED EFFECTS
theta if third boundary energy is -10% / +10%: 51.08 / 45.00 deg
capillary driving pressure gamma/a: 4.00 MPa
surface-energy difference (rough) 0.10 J/m^2: 1.00 MPa, ratio 0.250
biaxial moduli (111), (100): 190, 78 GPa
strain-energy difference at strain 0.1 %: 0.112 MPa, ratio 0.028
radius of curvature at junction: 80.0 nm
surface energy (rough) 1.4 J/m^2; groove pins radii above 700 nm
flank reaches pinning curvature at x = 129 nm
barriers (model): boundary 1.0 eV, junction higher by 0.3 eV
at 500 K: Lambda 1.57, theta 31.59 deg
at 700 K: Lambda 11.45, theta 54.35 deg
boundary mobility factor for +10 K: 1.373
travel until theta within 1% (start slope 1.5): 90 nm
travel until theta within 1% (start slope 0.3): 469 nm
```
